# Surface Energies from a Straight-Line Fit to Slab Energies

Let $E_N$ be the energy of a slab of $N$ atomic layers, per surface atom, with two equal faces. If the structure and electronic state of the surfaces and the interior do not change in kind with thickness, and all slabs are computed with the same in-plane k mesh and the same numerical settings,

$$E_N=Ne^*+2\gamma^*+R_N,\qquad R_N\to0\ \text{ for }N\to\infty. \tag{1}$$

Here $e^*$ is the bulk energy per atom that belongs to these slabs and $\gamma^*$ is the surface energy. If a separately computed bulk energy $e_{\rm sep}$ is subtracted instead,

$$\gamma_{\rm sep}(N)=\frac{E_N-Ne_{\rm sep}}2=\gamma^*-\frac N2(e_{\rm sep}-e^*)+\frac{R_N}2, \tag{2}$$

and the mismatch between the two bulk energies is multiplied by the thickness. The intercept of a straight line fitted to $E_N$ against $N$ contains no such term. The fit does not cure everything: it keeps the mesh error of $\gamma^*$ itself, it passes on a weighted sum of the $R_N$, and it acquires a new error if the mesh changes from slab to slab, in proportion to the difference between the bulk energies $e^*$ of the meshes used.

## Two slabs by hand

The example is a bcc(110) film with one s orbital and one electron per atom, nearest-neighbour hopping $-t$ with $t=0.4$ eV, and lattice constant $a=0.43$ nm. With a $24\times24$ in-plane mesh, two of the slab energies are

$$E_6=-4.764687\ \text{eV},\qquad E_{12}=-9.721453\ \text{eV}.$$

A separate bulk calculation in the cubic cell, on a $12\times12\times12$ mesh, gives $e_{\rm sep}=-0.832747$ eV. Subtracting it yields

$$\gamma_{\rm sep}(6)=\tfrac12(-4.764687+4.996482)\ \text{eV}=115.9\ \text{meV},$$
$$\gamma_{\rm sep}(12)=\tfrac12(-9.721453+9.992964)\ \text{eV}=135.8\ \text{meV}.$$

The thicker slab should be the better one, yet the result has moved by 20 meV and will keep moving.

Now draw a line through the two slab energies. Its slope is $(E_{12}-E_6)/6=-0.826128$ eV, and its intercept is

$$2\gamma=E_6-6\,\frac{E_{12}-E_6}{6}=2E_6-E_{12}=0.192079\ \text{eV},$$

so $\gamma=96.0$ meV. Any error proportional to $N$ cancels in $2E_6-E_{12}$, because twice six is twelve. The value of $\gamma^*$ on this mesh, derived below, is 96.5 meV.

## The fit with any number of slabs

Take $K$ slabs with mean thickness $\bar N$ and define $S=\sum(N-\bar N)^2$. The least-squares slope is $\sum(N-\bar N)E_N/S$. The line passes through the mean point, so its intercept is the mean energy minus $\bar N$ times the slope:

$$2\gamma_{\rm fit}=\sum_N w_NE_N,\qquad w_N=\frac1K-\frac{\bar N(N-\bar N)}S. \tag{3}$$

Since $\sum(N-\bar N)=0$, the weights satisfy $\sum w_N=1$. Since $\sum(N-\bar N)N=S$, they also satisfy $\sum w_NN=\bar N-\bar N=0$. Inserting (1) into (3) removes $e^*$ and leaves

$$\gamma_{\rm fit}-\gamma^*=\tfrac12\sum_Nw_NR_N. \tag{4}$$

Independent random errors of standard deviation $s$ in the slab energies give $\gamma_{\rm fit}$ a standard deviation $\tfrac12s(\sum w_N^2)^{1/2}$, where $\sum w_N^2=1/K+\bar N^2/S$; the cross term vanishes because $\sum(N-\bar N)=0$. For $N=5,\dots,15$ one has $K=11$, $\bar N=10$ and $S=110$, so $\sum w_N^2=1/11+100/110=1$ and the noise in $\gamma_{\rm fit}$ is $0.5\,s$.

## Why the slab has its own bulk energy

Equation (1) can be derived for the model. An atom has eight neighbours at $\tfrac a2(\pm1,\pm1,\pm1)$. Seen from a (110) layer, four lie in the same layer, displaced by $\pm a/\sqrt2$ along $u=(1,-1,0)/\sqrt2$ and $\pm a/2$ along $z$. Two lie in the layer above and two in the layer below, displaced in the plane by $\pm a/2$ along $z$. With $U=k_ua/\sqrt2$ and $Z=k_za/2$, the Bloch sums give

$$\varepsilon\psi_l=-4t\cos U\cos Z\,\psi_l-2t\cos Z(\psi_{l-1}+\psi_{l+1}),\qquad\psi_0=\psi_{N+1}=0.$$

The solutions are $\psi_l=\sin l\theta_j$, where $\theta_j=\pi j/(N+1)$ and $j=1,\dots,N$. Because $\psi_{l-1}+\psi_{l+1}=2\cos\theta_j\,\psi_l$, the levels are

$$\varepsilon=-4t\cos Z\,(\cos U+\cos\theta_j). \tag{5}$$

The mesh belongs to the rectangular cell $a\sqrt2\times a$, which has two atoms per layer. Its points are $U=\pi f$ and $Z=\pi f'$, where $f$ and $f'$ take the values $(2i+1-n)/2n$ with $i=0,\dots,n-1$. The second atom adds the levels at $U+\pi$. The average over these $2n$ values of $U$ is written $\langle\cdot\rangle$.

Replacing $U$ by $U+\pi$ and $\theta_j$ by $\pi-\theta_j$ reverses the sign of $\varepsilon$. The levels therefore come in pairs $\pm\varepsilon$, and one electron per atom puts the Fermi energy at zero. Both members of a pair have the same weight $\sin^2l\theta_j$ on layer $l$, so every layer is neutral. At zero temperature the energy is twice the sum of the negative levels, which is minus the sum of all $|\varepsilon|$:

$$E_N=-4tA_n\Big\langle\sum_{j=1}^N|\cos U+\cos\theta_j|\Big\rangle, \tag{6}$$

where $A_n$ is the mesh average of $\cos Z$, which is positive at all mesh points. Multiply each cosine by $2\sin(\pi/2n)$ and use $2\cos x\sin\delta=\sin(x+\delta)-\sin(x-\delta)$ with $\delta=\pi/2n$. The points are $2\delta$ apart, so the sum telescopes to $\sin(\pi/2)-\sin(-\pi/2)=2$, and

$$A_n=\frac1{n\sin(\pi/2n)}. \tag{7}$$

This tends to $2/\pi$ from above; $A_{12}=0.638441$ and $A_{24}=0.637075$.

The chain sum in (6) can be done in closed form. Put $L=N+1$, $h=\pi/L$ and $c=\cos U$. Only $\cos U$ enters, so $U$ may be folded into $0\le U\le\pi$. The quantity $c+\cos\theta$ is non-negative for $|\theta|\le\pi-U$. Let $m$ be the integer part of $(\pi-U)/h$. On the full circle of $2L$ points $\theta=jh$, the sum of absolute values is twice the sum of the non-negative terms minus the sum of all terms:

$$2\sum_{j=-m}^{m}(c+\cos jh)-2Lc=2(2m+1)c+\frac{2\sin[(m+\frac12)h]}{\sin(h/2)}-2Lc.$$

The same circle contains $\theta=0$ with value $1+c$, $\theta=\pi$ with value $1-c$, and every $\theta_j$ twice. Subtracting 2 and halving gives

$$\sum_{j=1}^N|c+\cos\theta_j|=(2m+1-L)c+\frac{\sin[(m+\frac12)h]}{\sin(h/2)}-1. \tag{8}$$

For large $L$, let $s$ be the fractional part of $(\pi-U)/h$ and $q=\tfrac12-s$, so that $(m+\tfrac12)h=\pi-U+qh$. Then

$$(2m+1)c=\frac{2(\pi-U)c}{h}+2qc,$$
$$\frac{\sin(U-qh)}{\sin(h/2)}=\frac{2\sin U}h-2qc+h\sin U\Big(\frac1{12}-q^2\Big)+O(h^2).$$

The terms $\pm2qc$ cancel. With $1/h=L/\pi$ and $q^2-\tfrac1{12}=s^2-s+\tfrac16\equiv B_2(s)$, the sum (8) becomes

$$L\,G(U)-1-h\sin U\,B_2(s)+O(h^2),\qquad G=\frac{2\sin U+(\pi-2U)\cos U}\pi. \tag{9}$$

Putting this into (6) with $L=N+1$ gives equation (1), with

$$e^*=-4tA_n\langle G\rangle,\qquad\gamma^*=2tA_n(1-\langle G\rangle), \tag{10}$$
$$R_N=4tA_n\frac{\pi}{N+1}\langle\sin U\,B_2(s)\rangle+O\big((N+1)^{-2}\big). \tag{11}$$

$G$ is the average of $|\cos U+\cos\theta|$ over a continuous $\theta$. The slab's own bulk energy thus has the slab's finite in-plane mesh but fully converged sampling along the normal.

For $n=24$, $\langle G\rangle=0.810569$, so

$$e^*=-1.6\times0.637075\times0.810569=-0.82623\ \text{eV},$$
$$\gamma^*=0.8\times0.637075\times0.189431=0.0965\ \text{eV}.$$

As a test, the slope between slabs of 95 and 191 layers, obtained by filling the levels, is $-0.82625$ eV.

On a dense mesh, $\int_0^\pi2\sin U\,dU=4$ and $\int_0^\pi(\pi-2U)\cos U\,dU=4$, so $\langle G\rangle=8/\pi^2$. The surface energy becomes $(4t/\pi)(1-8/\pi^2)=96.5$ meV. The bulk energy becomes $-64t/\pi^3=-0.82564$ eV.

## A better bulk energy need not stop the drift

In the cubic cell the bulk levels are $\pm8t\cos\frac{k_xa}2\cos\frac{k_ya}2\cos\frac{k_za}2$. The lower band is full, so a $p\times p\times p$ mesh gives

$$e_{\rm sep}=-8tA_p^3. \tag{12}$$

By (2), the drift per layer is $-(e_{\rm sep}-e^*)/2$. With the slab mesh held at $24\times24$, three choices of bulk energy give:

| Separate bulk | $e_{\rm sep}$ (eV) | Drift (meV/layer) |
|---|---:|---:|
| $12^3$ mesh | $-0.83275$ | $+3.26$ |
| $24^3$ mesh | $-0.82741$ | $+0.59$ |
| fully converged | $-0.82564$ | $-0.295$ |

Equal numbers of mesh points do not make the calculations consistent. For the $24^3$ mesh almost all of the $+0.59$ meV per layer comes from its unconverged sampling along the slab normal; its different in-plane points contribute less than 0.001 meV per layer. The fully converged bulk energy also drifts, since the slabs still carry their in-plane mesh error. What counts in (2) is the difference from $e^*$, not the distance from the true bulk energy. A bulk calculation in a surface-oriented cell, with the slabs' in-plane mesh and converged sampling along the normal, yields $e^*$ and removes the drift without a fit.

For 15 layers and the $12^3$ bulk, the drift contributes $15\times3.259=48.9$ meV and $R_{15}/2$ another 1.2 meV. The total error is 50.1 meV, or 52% of $\gamma^*$.

## What the fit passes on

The fit to all slabs from 5 to 15 layers gives 94.9 meV, which is 1.6 meV or 1.7% below $\gamma^*$. Equation (4) accounts for this. The largest contributions to $\sum w_NR_N$ are

- $N=5$: $0.5455\times(-2.256)=-1.23$ meV,
- $N=7$: $0.3636\times(-2.553)=-0.93$ meV,
- $N=15$: $-0.3636\times2.389=-0.87$ meV.

All eleven terms add up to $-3.29$ meV, and half of that is the error. The two-slab estimate came closer because $R_6$ and $R_{12}$ happen to be small. That is no reason to prefer two slabs.

The size of $R_N$ depends on how the mesh fits the slab levels. The mean of $B_2(s)$ over a uniform $s$ is zero, so contributions can cancel when the mesh spreads $s$ evenly. For 11 layers on a $12\times12$ mesh, $(N+1)U/\pi$ is half an odd integer at every mesh point. Then $s=\tfrac12$ and $B_2=-\tfrac1{12}$ throughout, nothing cancels, and $R_{11}=-14.3$ meV. On the $24\times24$ mesh $s$ is $\tfrac14$ or $\tfrac34$, where $B_2=-\tfrac1{48}$. The residual should fall to about a quarter, and it is $-3.6$ meV.

Two variants do worse here. The first takes the last energy increment as the bulk energy:

$$E_{15}-E_{14}=-0.823657\ \text{eV},\qquad\gamma=\tfrac12(-12.197952+15\times0.823657)\ \text{eV}=78.5\ \text{meV}.$$

This increment equals $e^*+R_{15}-R_{14}$, and the difference of residuals is multiplied by $15/2$. That gives $-19.3$ meV, and $R_{15}/2$ adds $+1.2$ meV, so the error is $-18.1$ meV, although no foreign bulk energy enters. The error of this variant is erratic: it happens to be only $+1.0$ meV at 14 layers and is $-116$ meV at 24 layers. On a fixed mesh $R_N$ falls as $1/N$ and is multiplied by $N$, so the error need not die out with thickness.

The second variant fits slabs with different meshes: $24\times24$ up to 10 layers and $12\times12$ above. The result is 105.6 meV, an error of $+9.1$ meV. If $\langle G\rangle$ is taken as unchanged, the ratio $A_{12}/A_{24}=1.0021$ lowers the thick slabs by about 1.8 meV per layer. These slabs have zero or negative weights, so the intercept rises. By (3), $\gamma$ should go up by about 11 meV from 94.9 meV; small changes in $\gamma^*$ and in the residuals make up the rest. An error proportional to $N$ cancels if all slabs share it.

## The method in general

1. Choose one in-plane cell, k mesh, basis and smearing, and keep them for all slabs.
2. Compute several thicknesses, leaving out slabs so thin that their two surfaces still interact strongly.
3. Fit $E_N$ linearly in $N$. Half the intercept is the surface energy if the faces are equal; otherwise the intercept is the sum of the two.
4. Inspect the deviations from the line, and repeat the fit without the thinnest slabs. Equation (4) shows how the residuals enter. Dropping thin slabs tests stability but need not improve the result, because the weights grow with $\bar N$ unless the range of thicknesses widens too. On the $24\times24$ mesh of the example the fit error is $-1.6$ meV for 5 to 15 layers, $-3.8$ meV for 10 to 15, $+6.8$ meV for 95 to 105, and $-0.4$ meV for 5 to 50.
5. Repeat everything on a denser in-plane mesh. This step is needed because a good straight line says nothing about the mesh error in $\gamma^*$.

In the example, the same fit on a $48\times48$ mesh gives 96.25 meV instead of 94.9 meV. Nearly all of this change comes from smaller residuals $R_N$: already on the $24\times24$ mesh, $\gamma^*$ is within 0.1 meV of its dense-mesh limit of 96.48 meV. A denser mesh can thus improve both parts of the error, and here the residuals were the larger part. The improvement is not monotonic (the fit gives 96.8 meV on $16\times16$, 94.8 meV on $18\times18$ and 95.8 meV on $40\times40$), and it is not complete: on very dense meshes the fit to 5 to 15 layers settles near 96.2 meV, about 0.3 meV below $\gamma^*$, because thin slabs keep a residual of their own. Outside this model, equation (1) is an assumption about the slabs. It fails, for instance, if the surface reconstruction or magnetic state changes with thickness.

## The model beside sodium

The lattice constant and the occupied band width are chosen close to those of sodium, a bcc metal with one s electron per atom, a lattice constant near 0.43 nm and an occupied band about 3 eV wide (here $8t=3.2$ eV). The shape of the band is not sodium's. At the band bottom the model's effective mass is $\hbar^2/(2ta^2)$, about half the free-electron mass, and its density of states diverges at the Fermi energy, whereas sodium is close to a free-electron metal. The area per surface atom is $a^2/\sqrt2=0.1307$ nm², so the dense-mesh result is 0.118 J/m², the fit gives 0.116 J/m², and the separate $12^3$ bulk gives 0.180 J/m² at 15 layers. The surface energy of real sodium is roughly 0.2 to 0.3 J/m². That the last model value comes nearest to it is an accident of a numerical error.

The largest omission that was sized is the repulsion between atoms. Suppose it decays three times as fast with distance as the hopping. At equilibrium the two slopes cancel, so the repulsive energy is one third of $|e|$, or 0.275 eV per atom. Shared among four bonds per atom, this is 68.8 meV per bond. A slab has $2N$ bonds within layers and $2(N-1)$ between them, in all $4N-2$, so $\gamma$ falls by 68.8 meV, or 71%. The model's absolute surface energy is therefore not a prediction for sodium. The repulsion is a constant plus a term linear in $N$, so with a consistently treated bulk it changes neither the drift nor the fit error.

The other two effects that were sized are smaller. With electrons at 300 K, the fit to the free energies lies $0.7$ meV above the zero-temperature fit on a $48\times48$ mesh, and about $0.75$ meV above it on denser meshes. On the $24\times24$ mesh the shift is $+1.9$ meV, because thermal smearing smooths out the mesh-dependent part of the residuals $R_N$: the warm fits on the two meshes give 96.8 and 97.0 meV, the cold ones 94.9 and 96.25 meV. At that temperature, second-neighbour hopping of 0.08 eV adds about 4 meV and puts 1.05 electrons on each outer-layer atom of the 15-layer slab; a self-consistent potential would oppose this charge. Atomic relaxation and electron correlation are left out and were not sized.

For film growth the error matters through the wetting balance. In equilibrium, and if strain in the film can be neglected, a film covers its substrate if the film's surface energy plus the interface energy is below the substrate's surface energy. The drift at 15 layers adds about 0.06 J/m² to the film's side and could turn a predicted continuous layer into predicted islands where the balance is closer than that. The full list of slab energies, residuals and weights is in the numerical output.

## Table of computed values

```
hopping t = 0.40 eV; lattice constant a = 0.43 nm
occupied band width 8t = 3.20 eV
area per surface atom = 0.1307 nm^2
slab mesh 24x24; separate bulk mesh 12^3
mesh average A: n=12 0.638441, n=24 0.637075
mean of G on slab mesh = 0.810569
matched bulk energy e* = -0.826229 eV/atom
slope from 95 and 191 layers = -0.826247 eV/atom
slope of fit, 5-15 layers = -0.825962 eV/atom
separate bulk, 12^3 mesh = -0.832747 eV/atom
separate bulk, 24^3 mesh = -0.827410 eV/atom
fully converged bulk = -0.825639 eV/atom
drift of gamma, 12^3 bulk = +3.259 meV/layer
drift of gamma, 24^3 bulk = +0.591 meV/layer
drift of gamma, converged bulk = -0.295 meV/layer
N, E_N (eV), gamma with separate 12^3 bulk (meV), R_N (meV), leading form of R_N (meV), weight w_N
 5   -3.940309   111.71  -2.256  -1.954 +0.5455
 6   -4.764687   115.90  -0.405  -0.198 +0.4545
 7   -5.593063   118.08  -2.553  -2.415 +0.3636
 8   -6.417098   122.44  -0.359  -0.264 +0.2727
 9   -7.243139   125.79  -0.171  -0.085 +0.1818
10   -8.069010   129.23  +0.187  +0.268 +0.0909
11   -8.899015   130.60  -3.589  -3.542 +0.0000
12   -9.721453   135.76  +0.202  +0.221 -0.0909
13  -10.547917   138.90  -0.033  -0.006 -0.1818
14  -11.374295   142.08  -0.183  -0.159 -0.2727
15  -12.197952   146.63  +2.389  +2.415 -0.3636
gamma* on slab mesh = 96.55 meV/surface atom
gamma from fit = 94.90 meV/surface atom
gamma, dense-mesh limit = 96.48 meV/surface atom
fit error: actual -1.643, predicted -1.643 meV
separate-bulk error at 15 layers = +50.08 meV
gamma from fit = 0.1163 J/m^2
gamma, separate bulk, 15 layers = 0.1797 J/m^2
gamma, dense-mesh limit = 0.1182 J/m^2
noise in gamma per unit slab noise = 0.500 (random trials 0.498)
gamma from last increment = 78.45 meV
gamma from mixed-mesh fit (12x12 above 10 layers) = 105.64 meV
R_11: 12x12 mesh -14.26, 24x24 mesh -3.59 meV
neglected effects: fits on 48x48 mesh, reference gamma = 96.25 meV
pair repulsion (decay ratio 3) = 68.8 meV/bond
shift of gamma by repulsion = -68.8 meV
shift by electrons at 300 K = +0.72 meV
shift by second-neighbour hopping 0.08 eV = +4.05 meV
outer-layer electrons, 15 layers: without it 1.0000, with it 1.0536 per atom
```
